# Activation Energy of Epitaxial Regrowth by Migrating Dangling Bonds

## The result and the meaning of its energies

An amorphous layer on a crystal regrows epitaxially when atoms at the interface rearrange into crystal positions. In the model treated here, the rearrangement is done by dangling bonds that migrate along the interface. They are created in pairs and disappear in pairs. The regrowth velocity is then

\[
v=4\delta\sqrt{\frac{A_gA_h}{2}}\;
\exp\!\left(-\frac{E_c+E_m}{2kT}\right),
\qquad E=\frac{E_c+E_m}{2}. \tag{1}
\]

Here \(E_m\) is the barrier for one migration hop, and \(E_c\) is the activation barrier in the rate of pair creation. The prefactors \(A_g\) and \(A_h\) belong to creation and hopping, and \(\delta\) is a length defined below.

The phrase "pair creation energy" could also mean the formation energy \(E_f\) of a separated pair, measured from the defect-free interface. That is a different quantity. Suppose that recombination needs no more than an ordinary hop, that creation is its reverse, and that neighbouring and separated pairs have the same energy. The saddle point then lies \(E_m\) above the pair, so

\[
E_c=E_f+E_m,\qquad E=\frac{E_c+E_m}{2}=\frac{E_f}{2}+E_m. \tag{2}
\]

The energy released by crystallisation is not counted in \(E_f\). With \(E_f=1.0\) eV and \(E_m=2.2\) eV, equation (2) gives \(E=2.7\) eV. Inserting \(E_f\) in place of \(E_c\) in equation (1) would give 1.6 eV, which is wrong for this model.

## The model

The interface is a flat square lattice of sites with spacing \(a\). Each site holds at most one dangling bond, and \(n\) is the occupied fraction. A link joins two neighbouring sites, so there are two links per site. The elementary rates are

\[
g=A_g e^{-E_c/kT},\qquad h=A_h e^{-E_m/kT}, \tag{3}
\]

where \(g\) is the pair creation rate per empty link and \(h\) is the hop rate in each of the four directions. A dangling bond that hops onto another annihilates with it.

Each hop crystallises a fixed volume \(\Omega\), including hops that retrace an earlier path. This is an assumption about the moving interface: it always offers fresh amorphous material. Spread over one site area, the volume advances the interface by

\[
\delta=\frac{\Omega}{a^2}. \tag{4}
\]

A dangling bond makes \(4h\) hops per unit time, so the mean velocity is

\[
v=4h\,\delta\,n. \tag{5}
\]

It remains to find \(n\). The two derivations do this differently.

## First derivation: balance of gains and losses

Consider the gain per site. There are two links per site, each creates pairs at rate \(g\), and each pair contains two dangling bonds. For \(n\ll1\) nearly all links are empty, so the gain is \(2\times g\times2=4g\).

For the loss, mean field takes the occupations of neighbouring sites as independent. Both ends of a link are then occupied with probability \(n^2\). Such a pair annihilates at rate \(2h\), because either member can hop onto the other. Two links per site and two dangling bonds lost per event give \(2\times n^2\times2h\times2=8hn^2\). Hence

\[
\frac{dn}{dt}=4g-8hn^2. \tag{6}
\]

In the steady state the right side vanishes:

\[
n_0=\sqrt{\frac{g}{2h}}
=\sqrt{\frac{A_g}{2A_h}}\;
\exp\!\left(-\frac{E_c-E_m}{2kT}\right). \tag{7}
\]

The square root arises because the loss is quadratic in \(n\). At a fixed creation rate, faster migration lowers the population, since dangling bonds find one another sooner. Substitution in equation (5) gives

\[
v=4\delta h\sqrt{\frac{g}{2h}}
=4\delta\sqrt{\frac{gh}{2}}. \tag{8}
\]

The hop rate enters as \(h\) through the motion and as \(h^{-1/2}\) through the population, which leaves \(h^{1/2}\). Inserting the rates (3) in \(\sqrt{gh}\) adds the two barriers and halves the sum, which is equation (1).

### Approach to the steady state

Equation (6) also describes the start of an anneal within mean field. Since \(4g=8hn_0^2\), it becomes \(dn/dt=8h(n_0^2-n^2)\). For an interface that starts without dangling bonds, separation of variables gives

\[
n(t)=n_0\tanh\!\left(\frac{t}{\tau}\right),\qquad
\tau=\frac{1}{8hn_0}. \tag{9}
\]

The thickness lost relative to immediate steady growth is

\[
4h\delta n_0\int_0^\infty\left[1-\tanh\!\left(\frac t\tau\right)\right]dt
=4h\delta n_0\,\tau\ln2=\frac{\delta\ln2}{2}. \tag{10}
\]

Within mean field it does not depend on temperature, because a slower start is accompanied by slower growth in the same proportion. When pairs are born on neighbouring sites, many of them annihilate soon after birth. The population then rises more slowly than equation (9) says, and the lost thickness is larger.

## Second derivation: weights of whole configurations

The mean-field step can be replaced by a proof when both members of a pair are born on neighbouring sites. Let \(W(C)\) be the stationary probability of a configuration \(C\) with \(N(C)\) dangling bonds. Every process has a reverse, so one can look for probabilities that balance each process separately.

A hop to an empty site has the same rate \(h\) in both directions. Balance requires equal weights for the two configurations. Creation on an empty link takes \(C\) to \(C'\), with two more dangling bonds, at rate \(g\). The reverse annihilation has rate \(2h\). Balance requires

\[
g\,W(C)=2h\,W(C')
\quad\Longrightarrow\quad
\frac{W(C')}{W(C)}=\frac{g}{2h}. \tag{11}
\]

Both conditions are met by

\[
W(C)=\frac{x^{N(C)}}{Z},\qquad x=\sqrt{\frac{g}{2h}}, \tag{12}
\]

where \(Z\) normalises the probabilities. Starting from the empty interface, \(N\) stays even. Every even configuration can be reached by creation and hopping and can return to the empty one, so this stationary distribution is unique.

The weight depends on the number of dangling bonds and not on their positions. Apart from the even-number constraint, there are no spatial correlations. For \(M\) sites the sum over even configurations is

\[
Z=\sum_{N\ \mathrm{even}}\binom MN x^N
=\frac{(1+x)^M+(1-x)^M}{2}. \tag{13}
\]

Since \(\langle N\rangle=x\,d\ln Z/dx\), the mean occupied fraction is

\[
n=\frac{\langle N\rangle}{M}
=x\,\frac{(1+x)^{M-1}-(1-x)^{M-1}}{(1+x)^M+(1-x)^M}. \tag{14}
\]

On a large interface, \(Mx\gg1\), the terms in \(1-x\) are negligible and \(n=x/(1+x)\). For a dilute population this becomes \(n=x=\sqrt{g/2h}\), the same as equation (7). Equation (5) then gives equation (1) again.

The balance applies to the dangling-bond population, although crystal growth is irreversible. A hop and its reverse restore the same arrangement of dangling bonds, but each has added crystal.

A numerical test solved the full set of probability equations on a periodic lattice of 3 by 3 sites with \(g/h=0.07\). The largest difference from the probabilities in equation (12) was about \(3\times10^{-16}\), which is rounding error.

### A small isolated patch

Equation (14) contains a second limit. If \(Mx\ll1\), the numerator of the fraction is approximately \(2(M-1)x\) and the denominator is 2. Therefore

\[
n\simeq(M-1)x^2=(M-1)\frac{g}{2h},\qquad
v\simeq2\delta(M-1)g. \tag{15}
\]

This velocity counts four hop directions at every site, as on a periodic patch. Real edges remove some of them and lower the prefactor, by one third for 3 by 3 sites. The activation energy is now \(E_c\), not \((E_c+E_m)/2\). The patch is usually empty, and a pair that appears must annihilate with itself. Its mean residence time varies as \(1/h\), which cancels the hop rate in the velocity. The square-root law thus needs an interface large enough to hold at least a few dangling bonds on average.

## What each derivation assumes

Both derivations assume a steady, dilute population, mutual annihilation as the only loss, irreversible crystallisation, and prefactors independent of temperature. They differ in how they treat positions.

The first derivation assumes that neighbouring occupations are independent. It does not ask where the members of a pair are born, and it extends easily to time dependence and other losses. The second derives the independence, but it needs births on neighbouring sites and a reverse for every process. It proves nothing about the transient (9), during which correlations between newly born neighbours slow the rise of the population.

### Where the pairs are born

If the two members appear at unrelated sites, creation is no longer the reverse of annihilation, and equation (12) loses its basis. Simulations of individual events on a lattice of 256 by 256 sites compared the two kinds of birth at the same total creation rate, with the barriers and prefactors of the example below. The temperatures, 900 and 1200 K, were chosen for better statistics.

For neighbouring births, the simulated density was 1.04 times equation (7) at 900 K and 0.99 times at 1200 K. The slope of the velocity between these temperatures gave 2.68 eV, against 2.70 eV from equation (1). The test allowed 10% in density and 0.04 eV in slope. The runs were not repeated to measure their statistical scatter.

For scattered births, the density was 1.66 times the mean-field value at 900 K and 1.43 times at 1200 K. A likely reason is that a random walker revisits sites it has already searched, so that it meets partners less often than mean field supposes. The excess is larger at the lower temperature, which makes the velocity fall less steeply on cooling. The simulated activation energy was 2.66 eV. In this range the mean-field velocity is therefore poor for scattered births, while its activation energy is changed by less than 0.1 eV.

### A separate barrier for annihilation

Let a neighbouring pair instead annihilate at a separate rate \(\kappa=A_\kappa e^{-E_r/kT}\), with hops allowed only to empty sites. In equation (6) the pair rate \(2h\) is replaced by \(\kappa\), so the loss is \(4\kappa n^2\). In equation (11) the same replacement is made. Both routes give

\[
n_0=\sqrt{\frac g\kappa},\qquad
E=E_m+\frac{E_c-E_r}{2}. \tag{16}
\]

The activation energy of equation (1) follows when \(E_r=E_m\); its prefactor also requires \(\kappa=2h\). The weights for this case were tested on the 3 by 3 lattice with \(g/h=0.07\) and \(\kappa/h=0.3\), again with agreement to rounding error.

### Fixed sinks

Suppose that a fraction \(s\) of sites permanently absorbs dangling bonds. In mean field this adds a loss \(4hsn\). Dividing the steady balance by \(4h\), and using \(g/h=2n_0^2\), gives

\[
2n^2+sn=2n_0^2. \tag{17}
\]

Differentiation at fixed \(s\) gives \((4n+s)\,dn=4n_0\,dn_0\). Division by \(n\), with \(2n_0^2=n(2n+s)\), leads to

\[
d\ln n=\frac{2(2n+s)}{4n+s}\,d\ln n_0. \tag{18}
\]

The activation energy of \(n_0\) is \((E_c-E_m)/2\). Adding the barrier \(E_m\) from the hop rate gives the local slope

\[
E_s=E_m+(E_c-E_m)\frac{2n+s}{4n+s}. \tag{19}
\]

For \(s\ll n\) the fraction is one half and equation (1) returns. For \(s\gg n\) it is one and the activation energy is \(E_c\). In that limit each dangling bond makes a number of hops set by the sinks, so the velocity follows the creation rate alone.

## Worked example at 820 K

The round parameters are \(E_c=3.2\) eV, \(E_m=2.2\) eV, \(A_g=A_h=10^{16}\ \mathrm{s^{-1}}\), \(a=0.40\) nm and \(\Omega=0.020\ \mathrm{nm^3}\). Equation (4) gives \(\delta=0.020/0.40^2=0.125\) nm. At 820 K, \(kT=0.07066\) eV, and the rates are

\[
g=2.151\times10^{-4}\ \mathrm{s^{-1}},\qquad
h=301.1\ \mathrm{s^{-1}}.
\]

The occupied fraction and velocity follow:

\[
n_0=\sqrt{\frac{2.151\times10^{-4}}{2\times301.1}}
=5.98\times10^{-4},
\]

\[
v=4\times301.1\times0.125\times5.98\times10^{-4}
=0.090\ \mathrm{nm/s}.
\]

This is 5.4 nm/min, so 100 nm regrows in 18.5 min. The areal density of dangling bonds is \(3.7\times10^{11}\ \mathrm{cm^{-2}}\). At 770 K the velocity is 0.0075 nm/s and at 870 K it is 0.81 nm/s. An increase of 1 K at 820 K raises it by 4.8%, so a furnace temperature error of a few kelvin matters.

The mean lifetime of a dangling bond is the population divided by the creation rate, \(n_0/4g\). Multiplication by \(4h\) gives the mean number of hops,

\[
4h\,\frac{n_0}{4g}=\frac{hn_0}{2hn_0^2}=\frac1{2n_0}=837. \tag{20}
\]

This mean hides a broad distribution. A newly born neighbouring pair has eight possible hops of equal rate, two of which cause annihilation. In a dilute population, one pair in four therefore disappears at its first hop, and the pairs that escape raise the mean.

In mean field the start-up time from equation (9) is 0.69 s, and the lost thickness is 0.043 nm. With neighbouring births the start is slower and the lost thickness is about 0.14 nm at 820 K (about 0.10 nm at 1200 K, so it now depends on temperature), which is still negligible for a 100 nm layer. The patch limit (15) becomes relevant when \(M\) is no longer large compared with \(1/n_0\simeq1700\) sites. That corresponds to an area of about 270 nm\(^2\), or a square about 16 nm wide.

In the mean-field balance (17), sinks matter at low concentrations. At \(s=10^{-4}\) the population is 0.96 of its sink-free value and the local activation energy is 2.72 eV. At \(s=10^{-3}\) these become 0.67 and 2.89 eV. At \(s=0.1\) the population falls to 0.012 of \(n_0\), and the activation energy reaches 3.20 eV, the creation barrier. These values ignore repeated visits to the same sites and the early annihilation of pairs born side by side. The populations and the intermediate activation energies are therefore only rough.

Reverse hops, which return crystal to the amorphous phase, were also neglected. If a hop releases free energy \(\Delta\), the ratio of backward to forward rates is \(e^{-\Delta/kT}\). With \(n\) held at \(n_0\) and \(\Delta\) independent of temperature,

\[
v_{\mathrm{net}}=v\left(1-e^{-\Delta/kT}\right),\qquad
E_{\mathrm{net}}=E-\frac{\Delta}{e^{\Delta/kT}-1}. \tag{21}
\]

The second expression is \(-d\ln v_{\mathrm{net}}/d(1/kT)\). For a rough \(\Delta=0.10\) eV, the velocity is multiplied by 0.76 and the apparent activation energy falls by 0.03 eV. Holding \(n\) fixed is itself an approximation. If reverse hops also annihilate dangling bonds while \(g\) is unchanged, \(n\) falls by the factor \((1+e^{-\Delta/kT})^{-1/2}\). The two numbers then become 0.68 and 0.04 eV.

## Relation to real regrowth

The example lies in the rough regime of furnace regrowth of implantation-amorphised silicon: several nanometres per minute near 820 K, with an activation energy near 2.7 eV. The parameters were chosen to reach this regime, so the agreement is no evidence for the mechanism. Only the sum of the barriers and the product of the prefactors are matched. The split into 3.2 and 2.2 eV is arbitrary, so the density, hop number, start-up time, patch size and sink values above are not values for silicon. The prefactors are about a thousand times a typical atomic vibration frequency of \(10^{13}\ \mathrm{s^{-1}}\). They stand for an assumed activation entropy. With \(10^{13}\ \mathrm{s^{-1}}\) for both, and everything else fixed, the velocity would be a thousand times smaller. Real layers also break the assumption of one fixed set of barriers, since dopants, impurities, stress and interface orientation affect regrowth. The model shows the sensitivity: lowering \(E_c\) by 0.1 eV at fixed \(E_m\) multiplies the velocity at 820 K by \(\exp[0.1/(2\times0.07066)]\simeq2.0\).

For a large interface without sinks, a measured velocity slope determines only the sum \(E_c+E_m\) within this model. With sinks or small patches the slope can lie anywhere between \((E_c+E_m)/2\) and \(E_c\). Separating the barriers needs another quantity, such as the dangling-bond density, whose slope gives \((E_c-E_m)/2\). For the example this is 0.50 eV; the simulation with neighbouring births gave 0.48 eV. The remaining values are listed in the numerical output.

## Computed values

```
creation barrier Ec = 3.20 eV
migration barrier Em = 2.20 eV
prefactors Ag, Ah = 1.0e+16, 1.0e+16 1/s
site spacing = 0.40 nm
volume per hop = 0.020 nm^3
advance per hop and site, delta = 0.1250 nm
pair formation energy Ec-Em = 1.00 eV
activation energy (Ec+Em)/2 = 2.700 eV
same from Ef/2+Em = 2.700 eV
wrong use of Ef as Ec: 1.600 eV
velocity prefactor = 3.536e+15 nm/s
temperature = 820 K, kT = 0.07066 eV
creation rate per bond g = 2.151e-04 1/s
hop rate per direction h = 301.1 1/s
total hop rate = 1204.2 1/s
occupied site fraction n0 = 5.977e-04
areal density = 3.74e+11 1/cm^2
mean hops per dangling bond = 837
v(770 K) = 0.0075 nm/s = 0.451 nm/min
v(820 K) = 0.0900 nm/s = 5.398 nm/min
v(870 K) = 0.8087 nm/s = 48.519 nm/min
time to regrow 100 nm at 820 K = 18.5 min
start-up time = 0.695 s
thickness lost at start-up = 0.0433 nm
slope from time integration = 2.7000 eV
master equation error, hop-limited = 3.3e-16
master equation error, other rate = 1.7e-16
900 K: formula site fraction = 1.121e-03
  simulated/formula, neighbour births = 1.040
  simulated/formula, scattered births = 1.657
  hops per bond: simulated 453, formula 446
1200 K: formula site fraction = 5.618e-03
  simulated/formula, neighbour births = 0.988
  simulated/formula, scattered births = 1.433
  hops per bond: simulated 89, formula 89
simulated E, neighbour births = 2.684 eV
simulated E, scattered births = 2.655 eV
simulated density energy = 0.484 eV
sinks 1e-04: n/n0 = 0.9590, E = 2.721 eV
sinks 1e-03: n/n0 = 0.6657, E = 2.893 eV
sinks 1e-01: n/n0 = 0.0120, E = 3.200 eV
driving free energy per hop = 0.10 eV (rough)
reverse hops: v factor = 0.757
reverse hops: shift of E = -0.0321 eV
velocity change for +1 K = 4.76 %
```
